\section*{Absorption coefficient of PMMA at 13.5 nm from atomic scattering factors}

\section{The problem}

A resist film of poly(methyl methacrylate), PMMA, is exposed to extreme-ultraviolet light of wavelength $\lambda=13.5$ nm. The repeat unit is C$_5$H$_8$O$_2$, with molar mass $M=100.117$ g/mol, and the density is $\rho=1.19$ g/cm$^3$. The absorptive parts $f_2$ of the atomic scattering factors at this wavelength are
\[
f_2^{\rm H}=0.04,\qquad f_2^{\rm C}=0.77,\qquad f_2^{\rm O}=2.7 .
\]
These are standard tabulated values, rounded to two figures for carbon and oxygen and to one for hydrogen. The density is a rough typical one.

(a) Find the linear absorption coefficient $\alpha$, defined by the decay $I(z)=I(0)e^{-\alpha z}$ of the intensity. (b) Which element absorbs most? (c) What fraction of the light does a 40 nm film absorb, and how many photons are absorbed per nm$^3$ at its top for an incident dose of 30 mJ/cm$^2$? (d) How far can the answer be trusted?

The atoms are treated as independent, and the time factor is $e^{-i\omega t}$. A wave in the film then varies as $e^{i\tilde n kz}$, with $k=2\pi/\lambda$ and $\tilde n=1-\delta+i\beta$. Positive $\beta$ means absorption. The matching sign convention for the scattering factor is $f=f_1-if_2$.

\section{A tempting solution}

The number of repeat units per volume is
\[
N=\frac{\rho N_A}{M}=7.158\ \mathrm{nm^{-3}},
\]
where $N_A$ is Avogadro's constant. The sum of $f_2$ over one unit is
\[
F_2=5(0.77)+8(0.04)+2(2.7)=3.85+0.32+5.40=9.57 .
\]
With the classical electron radius $r_e=2.8179\times10^{-6}$ nm, the imaginary part of the index is
\[
\beta=\frac{r_e\lambda^2}{2\pi}NF_2
=(8.174\times10^{-5}\ \mathrm{nm^3})(7.158\ \mathrm{nm^{-3}})(9.57)=0.00560 .
\]
The wave in the film contains the factor
\[
e^{i\tilde n kz}=e^{i(1-\delta)kz}\,e^{-2\pi\beta z/\lambda},
\]
so the light decays at the rate
\[
\frac{2\pi\beta}{\lambda}=\frac{2\pi(0.00560)}{13.5\ \mathrm{nm}}
=2.61\times10^{-3}\ \mathrm{nm^{-1}}=2.61\ \mu\mathrm{m}^{-1}.
\]
This is offered as $\alpha$.

\section{Where it fails}

The value of $\beta$ is right, as derived below. The fault is in the last step: $2\pi\beta/\lambda$ is the decay rate of the field amplitude, while $\alpha$ was defined by the intensity. The intensity is proportional to the squared modulus of the field,
\[
\left|e^{i\tilde nkz}\right|^2=e^{-4\pi\beta z/\lambda},
\]
and therefore
\begin{equation}
\alpha=\frac{4\pi\beta}{\lambda}. \label{beer}
\end{equation}

An energy balance exposes the error without any reference to waves. If each repeat unit has absorption cross section $\sigma$, it removes the power $\sigma I$ from the beam. A layer of thickness $dz$ holds $N\,dz$ units per area, so $dI=-N\sigma I\,dz$ and $\alpha=N\sigma$. The cross section derived below is $\sigma=2r_e\lambda F_2$, so $N\sigma=2r_e\lambda NF_2$, whereas the tempting answer is $2\pi\beta/\lambda=r_e\lambda NF_2$. It accounts for half of the power that the atoms take up.

The wrong number is hard to spot by its size, because it lies near a legitimate quantity. If absorption is quoted in powers of ten, $I=I(0)10^{-az}$, then $a=\alpha/\ln 10$. The correct $a$ is $2.26\ \mu\mathrm{m}^{-1}$, not far from 2.61. The first divides $\alpha$ by 2.303, the second by 2.

\section{The right solution}

\subsection{From the driven electron to the cross section}

Let an electron of charge $-e$ and mass $m$ be bound with frequency $\omega_0$ and damping $\gamma$, in a field $E=\mathrm{Re}\,E_0e^{-i\omega t}$:
\[
\ddot x+\gamma\dot x+\omega_0^2x=-\frac{e}{m}E .
\]
Inserting $x=\mathrm{Re}\,x_0e^{-i\omega t}$ gives
\[
(\omega_0^2-\omega^2-i\gamma\omega)x_0=-\frac{e}{m}E_0 .
\]
Solving for $x_0$ and multiplying numerator and denominator by $-\omega^2$ gives
\begin{equation}
x_0=\frac{eE_0}{m\omega^2}f,\qquad
f=\frac{\omega^2}{\omega^2-\omega_0^2+i\gamma\omega}. \label{f}
\end{equation}
For a free electron $f=1$, so $f$ measures the response in units of that of one free electron. Multiplying numerator and denominator of $f$ by the complex conjugate of the denominator,
\[
f=f_1-if_2,\qquad
f_2=\frac{\gamma\omega^3}{(\omega^2-\omega_0^2)^2+\gamma^2\omega^2}.
\]
Without damping, and away from resonance, $f_2$ vanishes.

The velocity amplitude is $-i\omega x_0$ and the force amplitude is $-eE_0$. The mean absorbed power is half the real part of one times the conjugate of the other:
\begin{align*}
P&=\tfrac12\mathrm{Re}\left[(-eE_0^*)(-i\omega x_0)\right]
=\frac{e^2|E_0|^2}{2m\omega}\,\mathrm{Re}[if]\\
&=\frac{e^2|E_0|^2}{2m\omega}\,f_2 ,
\end{align*}
since $if=if_1+f_2$. Dividing by the intensity $I=\tfrac12\varepsilon_0c|E_0|^2$ gives
\[
\sigma=\frac{P}{I}=\frac{e^2}{\varepsilon_0mc\,\omega}f_2 .
\]
The definition $r_e=e^2/(4\pi\varepsilon_0mc^2)$ means $e^2/(\varepsilon_0m)=4\pi r_ec^2$. With $\omega=2\pi c/\lambda$,
\begin{equation}
\sigma=\frac{4\pi r_ec}{\omega}f_2=2r_e\lambda f_2. \label{sigma}
\end{equation}
As a test, the equation of motion was integrated in time for $\omega=1$, $\omega_0=0.6$, $\gamma=0.2$ in atomic units. The absorbed power divided by the intensity agreed with (\ref{sigma}) to a relative difference of $7\times10^{-11}$.

A real atom is not one oscillator, but the power calculation used only the first relation in (\ref{f}). If $f$ is defined by the atom's whole induced dipole, $-e^2fE_0/(m\omega^2)$, the same steps give (\ref{sigma}). The atom must respond linearly and be small compared with $\lambda$, and both conditions hold here.

\subsection{From atoms to the film}

Let $n_i$ be the number of atoms of element $i$ per volume. If each atom feels the average field, the polarization is the sum of the dipoles, and
\begin{align*}
\tilde n^2&=1-\frac{e^2}{\varepsilon_0m\omega^2}\sum_in_if_i
=1-\frac{4\pi r_ec^2}{\omega^2}\sum_in_if_i\\
&=1-\frac{r_e\lambda^2}{\pi}\sum_in_i(f_{1i}-if_{2i}),
\end{align*}
because $c^2/\omega^2=\lambda^2/4\pi^2$. On the other side,
\[
\tilde n^2=1-2\delta+2i\beta+(\delta-i\beta)^2 .
\]
Dropping the small square and comparing real and imaginary parts,
\begin{equation}
\delta=\frac{r_e\lambda^2}{2\pi}\sum_in_if_{1i},\qquad
\beta=\frac{r_e\lambda^2}{2\pi}\sum_in_if_{2i}. \label{index}
\end{equation}
Now $n_i=N\nu_i$, where $\nu_i$ counts the atoms of element $i$ in the repeat unit. Equations (\ref{beer}) and (\ref{index}) give
\begin{equation}
\alpha=\frac{4\pi}{\lambda}\,\frac{r_e\lambda^2}{2\pi}\,N\sum_i\nu_if_{2i}
=2r_e\lambda\,\frac{\rho N_A}{M}\sum_i\nu_if_{2i}. \label{main}
\end{equation}
This is $N\sigma$ with the cross section (\ref{sigma}), so the wave and the energy balance agree.

\subsection{(a) The number}

One megabarn is $10^{-22}\ \mathrm{m^2}=10^{-4}\ \mathrm{nm^2}$, and $2r_e\lambda=0.7608$ Mb. The repeat unit has
\[
\sigma=(0.7608\ \mathrm{Mb})(9.57)=7.28\ \mathrm{Mb}=7.28\times10^{-4}\ \mathrm{nm^2},
\]
so that
\[
\alpha=(7.158\ \mathrm{nm^{-3}})(7.28\times10^{-4}\ \mathrm{nm^2})
=5.21\times10^{-3}\ \mathrm{nm^{-1}}=5.21\ \mu\mathrm{m}^{-1}.
\]
Given the rough inputs, the result is about five inverse micrometres. The intensity falls by a factor $e$ over $1/\alpha=192$ nm.

\subsection{(b) The role of oxygen}

The shares of $F_2=9.57$ are $5.40/9.57=56\,\%$ for oxygen, $40\,\%$ for carbon and $3\,\%$ for hydrogen. Two atoms out of fifteen thus supply more than half of the absorption.

At given mass density, what counts is $f_2$ per atomic mass. Writing $w_i=\nu_iM_i/M$ for the mass fraction of an element with atomic molar mass $M_i$, (\ref{main}) becomes
\[
\alpha=2r_e\lambda\rho N_A\sum_iw_i\frac{f_{2i}}{M_i}.
\]
With $M_i$ in g/mol, $f_{2i}/M_i$ is about $0.17$ for oxygen, $0.064$ for carbon and $0.04$ for hydrogen. An oxygen-free composition C$_8$H$_8$, held at the same density of 1.19 g/cm$^3$, gives $3.39\ \mu\mathrm{m}^{-1}$, about a third less than PMMA. A real hydrocarbon polymer would also differ in density.

\subsection{(c) The exposed film}

For thickness $L=40$ nm, $\alpha L=0.208$. The transmitted fraction is $e^{-0.208}=0.812$, and the absorbed fraction is
\[
A=1-e^{-\alpha L}=18.8\,\% .
\]
The thin-film limit $A\approx\alpha L$ would give $20.8\,\%$; it overestimates because it gives every depth the full incident intensity. In the opposite limit, $\alpha L\gg1$, $A$ tends to one and the lower part of the film stays dark.

The photon energy is $hc/\lambda=91.84$ eV, or $1.471\times10^{-17}$ J. The dose is $3\times10^{-16}\ \mathrm{J/nm^2}$, so the incident fluence is
\[
\Phi=\frac{3\times10^{-16}}{1.471\times10^{-17}}\ \mathrm{nm^{-2}}=20.4\ \mathrm{nm^{-2}} .
\]
The number absorbed per volume at depth $z$ is $-d(\Phi e^{-\alpha z})/dz=\alpha\Phi e^{-\alpha z}$. At the top this is
\[
\alpha\Phi=(5.21\times10^{-3}\ \mathrm{nm^{-1}})(20.4\ \mathrm{nm^{-2}})=0.106\ \mathrm{nm^{-3}},
\]
roughly one photon for every 70 repeat units. At the bottom it is smaller by the factor 0.812. This exponential law ignores reflections at the film surfaces. For a free-standing film, or on a substrate whose index is close to one or to that of the film, these reflections together with the small index correction discussed in (d) change the local densities by less than 5\,\%. A substrate of larger contrast sets up a stronger standing wave: with a real index near 0.89 the local change reaches about 12\,\%.

Would a more strongly absorbing resist receive more photons at the bottom? At fixed $L$ and $\Phi$,
\[
\frac{d}{d\alpha}\left(\alpha\Phi e^{-\alpha L}\right)=(1-\alpha L)\Phi e^{-\alpha L},
\]
which is positive until $\alpha=1/L=25\ \mu\mathrm{m}^{-1}$. PMMA lies well below this value, so at this thickness raising $\alpha$ as far as $25\ \mu\mathrm{m}^{-1}$ increases the absorbed density even at the bottom, though it makes the profile less uniform. Beyond that value the density at the bottom falls again.

\section{(d) How far the answer can be trusted}

\subsection{An independent estimate of $f_2$}

The size of the tabulated inputs can be checked by calculating photoionization of the free atoms. In atomic units, the field $\mathcal E\cos\omega t$ adds $\mathcal E z\cos\omega t$ to the Hamiltonian of an electron. Its absorbing part has amplitude $\mathcal E/2$, and the golden rule gives the rate $2\pi(\mathcal E/2)^2|z_{fi}|^2$ for final states normalized per unit energy. Multiplying by $\omega$ and dividing by the intensity $c\mathcal E^2/8\pi$ yields
\[
\sigma=4\pi^2\alpha_{\rm fs}\,\omega|z_{fi}|^2,\qquad \alpha_{\rm fs}=1/c .
\]
For a transition $l\to l+1$ the squared angular integral of $\cos\theta$ is $[(l+1)^2-m^2]/[(2l+1)(2l+3)]$. Since $\sum_mm^2=l(l+1)(2l+1)/3$, its sum over $m$ is
\[
\frac{(l+1)^2-l(l+1)/3}{2l+3}=\frac{l+1}{3}.
\]
The same formula with $l$ replaced by $l-1$ gives $l/3$ for $l\to l-1$. Averaging over the $2l+1$ initial values of $m$, a subshell with $q$ electrons has
\[
\sigma_{nl}=\frac{4\pi^2\alpha_{\rm fs}\,\omega}{3}\,\frac{q}{2l+1}
\left[l\,R_{l-1}^2+(l+1)R_{l+1}^2\right],
\]
where $R_{l'}$ is the radial integral of $r$ between the bound and the continuum function.

For carbon and oxygen these functions were computed in a self-consistent Herman--Skillman field: nuclear attraction, Hartree repulsion and Slater exchange, with the potential replaced by $-1/r$ wherever it would be shallower. Hydrogen keeps its bare Coulomb potential. Converting $\sigma$ to $f_2$ by (\ref{sigma}) gives $0.033$ for H, $0.86$ for C and $2.74$ for O. Relative to the tabulated inputs, H is 17\,\% low, C is 12\,\% high and O is 1\,\% high. The resulting $\alpha$ is $5.48\ \mu\mathrm{m}^{-1}$, which is 5\,\% above the value in (a).

Doubling the radial step from 0.005 to 0.010 bohr changes this $\alpha$ by 0.06\,\%, and enlarging the box from 25 to 35 bohr, tested at the coarser step, changes it by 0.004\,\%. The hydrogen cross section, 0.02516 Mb, agrees to the digits shown with the known closed form for the $1s$ state. The remaining differences therefore do not come from the mesh or the box. For hydrogen, the free-atom value 0.033 is the closed-form result and lies 5.5\,\% below 0.035, the smallest number that rounds to the input 0.04, so rounding explains only part of the difference. Using 0.033 in (a) would lower $\alpha$ from 5.21 to $5.18\ \mu\mathrm{m}^{-1}$. The model leaves out electron correlation beyond its local potential, multiplet structure and chemical bonding; it supports the size of the inputs, not their second figure. The close agreement for oxygen is partly fortuitous. Scaling the exchange term by $2/3$ gives $f_2=0.72$ for C and $2.33$ for O, and $\alpha=4.64\ \mu\mathrm{m}^{-1}$, 11\,\% below (a). Letting the induced density screen the applied field raises $\alpha$ to about 6.0 with Slater exchange and 5.3 with the scaled exchange. The model therefore fixes $\alpha$ only to within 10 to 15\,\%.

The same model shows that $f_2$ may not be held fixed when the wavelength changes. Near 13.5 nm it gives $\alpha\propto\lambda^{2.1}$, with an exponent between 2.0 and 2.2 for the variants just described, whereas (\ref{main}) with constant $f_2$ would suggest $\alpha\propto\lambda$. A wavelength longer by 1\,\% thus raises $\alpha$ by about 2\,\%.

\subsection{Small terms that were dropped}

To estimate $\delta$, take $f_1$ as the number of valence electrons. The repeat unit has $5\cdot4+8\cdot1+2\cdot6=40$, and (\ref{index}) gives $\delta=0.0234$.

Without the linearization, the imaginary part of $\tilde n^2$ is $2\,\mathrm{Re}\,\tilde n\,\mathrm{Im}\,\tilde n=2\beta$, with $\beta$ from (\ref{index}). Hence $\mathrm{Im}\,\tilde n=\beta/\mathrm{Re}\,\tilde n\approx\beta(1+\delta)$, and $\alpha$ rises by 2.4\,\%. A numerical solution of the wave equation through a free-standing 400 nm slab confirms this: its transmission corresponds to $5.34\ \mu\mathrm{m}^{-1}$. For the 40 nm film the wave equation gives a transmission of 0.8075 instead of 0.8118.

This correction assumes that each atom feels the average field. The Lorentz local field changes it. With $\chi=-2(\delta-i\beta)$,
\[
\frac{\tilde n^2-1}{\tilde n^2+2}=\frac{\chi}{3}
\quad\Rightarrow\quad
\tilde n^2-1=\frac{\chi}{1-\chi/3}\approx\chi+\frac{\chi^2}{3}.
\]
Using $\sqrt{1+y}\approx1+y/2-y^2/8$,
\[
\tilde n\approx1+\frac{\chi}{2}+\frac{\chi^2}{6}-\frac{\chi^2}{8}
=1+\frac{\chi}{2}+\frac{\chi^2}{24}.
\]
The imaginary part of $\chi^2=4(\delta-i\beta)^2$ is $-8\delta\beta$, so $\mathrm{Im}\,\tilde n\approx\beta(1-\delta/3)$. The full expression lowers $\alpha$ by 0.7\,\%. The two treatments differ in sign, so a third significant figure in $\alpha$ would have no meaning here.

Elastic scattering also removes light from the beam. If the 40 valence electrons of one unit scatter in phase, and interference between units is ignored, the cross section is $40^2$ times the Thomson value, or 0.015\,\% of the absorption.

\subsection{The real film}

The density of 1.19 g/cm$^3$ is typical of bulk PMMA, and 40 nm and 30 mJ/cm$^2$ are of the order used in extreme-ultraviolet lithography; the dose is not claimed to be the one that clears a PMMA film. Since $\alpha\propto\rho$ at fixed composition, a density change of 0.02 g/cm$^3$ moves $\alpha$ by 1.7\,\%. Rounding of $f_2$ can contribute at most
\[
\frac{5(0.005)+8(0.005)+2(0.05)}{9.57}=1.7\,\% ,
\]
mostly through oxygen; errors of the tables themselves come on top. Incidence at $6^\circ$ instead of along the normal lengthens the path by 0.55\,\%, if refraction is ignored. Exposure can also drive volatile fragments out of the film, which breaks the assumption of fixed composition and density. The size of that change is not calculated here. At constant density, $\alpha$ falls if the lost fragments have a larger $f_2$ per mass than the film, as CO and CO$_2$ do. Loss of whole monomer units leaves the composition, and hence $\alpha$ at constant density, unchanged.

None of the corrections evaluated here approaches the factor of two lost by confusing amplitude with intensity. The values used are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
wavelength: 13.5 nm
photon energy: 91.84 eV
classical electron radius: 2.8179e-15 m
density (rough input): 1.19 g/cm3
molar mass of repeat unit: 100.117 g/mol
repeat-unit density: 7.158 per nm3
2 r_e lambda: 0.7608 Mb
H: f2 rough table 0.04, model 0.033; sigma 0.030 Mb; share 3.3 %
C: f2 rough table 0.77, model 0.864; sigma 0.586 Mb; share 40.2 %
O: f2 rough table 2.70, model 2.737; sigma 2.054 Mb; share 56.4 %
sum of f2 per repeat unit: 9.57
cross section per repeat unit: 7.28 Mb
PMMA alpha: 5.21 per micrometre
PMMA alpha, decadic: 2.26 per micrometre
attenuation length 1/alpha: 192 nm
beta: 0.00560
delta from valence count: 0.0234
alpha from central-field atoms: 5.48 per micrometre
central-field alpha minus table alpha: 5.1 %
mesh shift, step 0.010 against 0.005 bohr: 0.058 %
box shift, 35 against 25 bohr: -0.0039 %
hydrogen cross section, numerical: 0.02516 Mb
hydrogen cross section, closed form: 0.02516 Mb
oscillator test relative error: -7.3e-11
model exponent d ln(alpha)/d ln(lambda): 2.10
C8H8 alpha at same density: 3.39 per micrometre
film thickness: 40 nm
film transmission, Beer law: 0.8118
film transmission, wave equation: 0.8075
absorbed fraction, Beer law: 18.8 %
incident dose: 30 mJ/cm2
incident photons: 20.4 per nm2
absorbed photons at top surface: 0.106 per nm3
400 nm slab alpha, wave equation: 5.339 per micrometre
neglected index nonlinearity: +2.42 % of alpha
with Lorentz local field as well: -0.74 % of alpha
elastic scattering, coherent unit: 0.015 % of alpha
path increase at 6 degrees: 0.55 %
worst-case f2 rounding: 1.7 % of alpha
density change of 0.02 g/cm3: 1.7 % of alpha
\end{verbatim}
